# Doping sensitivity of field-emission contact resistivity at fixed barrier and mass: verification in Python

```python
"""
Result under test: for a field-emission metal/n-semiconductor contact with fixed
barrier phi and fixed mass, the logarithmic doping sensitivity of resistivity is
  s = dln(rho)/dln(N) = -<S>/2 + (2 xi/(3 E00)) <sqrt(a/(phi+xi)) - L>
                        - (2 xi/3) T_edge / I,
with leading term -phi/(2 E00).
N: net active donors (cm^-3); xi: Fermi level above bulk band edge (eV)
E00 = (hbar/2) sqrt(N/(m eps)) (eV); S: WKB exponent; T = exp(-S)
E: normal energy from the Fermi level; a = phi-E; e = xi+E
L = arcsinh(sqrt(a/e)); I = integral of T over -xi < E < 0
<...>: average over that interval with weight T
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as C
from scipy.special import expit

PHI, MASS, EPSR, N0 = 0.80, 0.067, 12.9, 1.0e19
GAP, L_OFFSET, L_DOS_MASS = 1.42, 0.29, 0.56
METAL_DEPTH = 5.0                    # metal band bottom below Fermi level, eV
q, hbar, m0 = C.e, C.hbar, C.m_e
HB = hbar**2 / (2 * m0) / q * 1e18   # hbar^2/(2 m0), eV nm^2
CK = MASS / HB                       # 2m/hbar^2, 1/(eV nm^2)
K_SUPPLY = q**3 * MASS * m0 / (2 * np.pi**2 * hbar**3) * 1e-4  # S/(cm^2 eV)


def gauss(n):
    z, w = np.polynomial.legendre.leggauss(n)
    return (z + 1) / 2, w / 2


Y, WY = gauss(40)
YT, WT = gauss(600)


def basics(N):
    e00 = hbar / 2 * np.sqrt(N * 1e6 / (MASS * m0 * EPSR * C.epsilon_0))
    xi = (3 * np.pi**2 * N * 1e-21)**(2 / 3) / CK
    return e00, xi


def curvature(N):
    return q * N * 1e6 / (EPSR * C.epsilon_0) * 1e-18   # V/nm^2


def action(e, a, e00):
    return (np.sqrt(a * (a + e)) - e * np.arcsinh(np.sqrt(a / e))) / e00


def grid_rho(N, phi=PHI, alpha=0.0, image=False, screen=False, M=20000):
    """Resistivity (ohm cm^2) from a gridded barrier and a sum over transverse k."""
    kf2 = (3 * np.pi**2 * N * 1e-21)**(2 / 3)
    xi = 2 * (kf2 / CK) / (1 + np.sqrt(1 + 4 * alpha * kf2 / CK))
    vb, curv = phi + xi, curvature(N)
    t = (np.arange(M) + 0.5) / M
    v = vb * t**2
    dv = 2 * vb * t / M
    if screen:   # degenerate electrons remain where the bending is below xi
        w_el = np.maximum(xi - v, 0)
        charge = 1 - (CK * w_el * (1 + alpha * w_el) / kf2)**1.5
        h = np.cumsum(charge * dv) - charge * dv / 2
    else:
        h = v
    dx = dv / np.sqrt(2 * curv * h)
    u = v - xi
    if image:
        x = np.cumsum(dx[::-1])[::-1] - dx / 2
        u = u - q / (16 * np.pi * C.epsilon_0 * EPSR) * 1e9 / x
    kap2 = kf2 * Y[:, None] + CK * u * (1 - alpha * u)
    S = 2 * np.sqrt(np.maximum(kap2, 0)) @ dx
    G = 2 * q**2 / C.h * kf2 / (4 * np.pi) * np.sum(WY * np.exp(-S)) * 1e14
    return 1 / G


def slope(f, N, h=0.02):
    return (np.log(f(N * np.exp(h))) - np.log(f(N * np.exp(-h)))) / (2 * h)


def law(N, phi=PHI):
    """Closed action inserted into the exact sensitivity law."""
    e00, xi = basics(N)
    a, e, vb = phi + xi * Y, xi * (1 - Y), phi + xi
    S, SF = action(e, a, e00), action(xi, phi, e00)
    wt = WY * np.exp(SF - S)
    I = xi * wt.sum()                 # integral divided by T at the Fermi level
    p = wt / wt.sum()
    r, L = np.sqrt(a / vb), np.arcsinh(np.sqrt(a / e))
    thin = -0.5 * np.sum(p * S)
    fermi = 2 * xi / (3 * e00) * np.sum(p * (r - L))
    edge = -2 * xi / 3 * np.exp(SF - vb / e00) / I
    return dict(s=thin + fermi + edge, thin=thin, fermi=fermi, edge=edge,
                logrho=SF - np.log(K_SUPPLY * I), dphi=np.sum(p * r) / e00)


def thermal_rho(N, T):
    """Finite-temperature resistivity, including emission over the barrier."""
    kT = C.k * T / q
    e00, xi = basics(N)
    xi = xi * (1 - np.pi**2 / 12 * (kT / xi)**2)
    vb = PHI + xi
    E = -xi + vb * YT
    tun = vb * np.sum(WT * np.exp(-action(E + xi, PHI - E, e00)) * expit(-E / kT))
    return 1 / (K_SUPPLY * (tun + kT * np.log1p(np.exp(-PHI / kT))))


def bias_current(V):
    """Zero-temperature current (A/cm^2), with barrier and supply both biased."""
    e00, xi = basics(N0)
    total, points = 0.0, [-xi + V, min(0, V), max(0, V)]
    for lo, hi in zip(points[:-1], points[1:]):
        E = lo + (hi - lo) * Y
        T = np.exp(-action(E + xi - V, PHI - E, e00))
        supply = np.maximum(V - E, 0) - np.maximum(-E, 0)
        total += (hi - lo) * np.sum(WY * T * supply)
    return K_SUPPLY * total


def wave_integral(N, steps=1200):
    """Integral of Schrodinger transmission, abrupt free-electron-metal interface."""
    _, xi = basics(N)
    vb = PHI + xi
    W = np.sqrt(2 * vb / curvature(N))
    e = xi * (1 - Y)
    k = np.sqrt(CK * e)
    psi, der, ds = np.ones_like(e) + 0j, -1j * k, W / steps

    def acc(s, f):
        return CK * (vb * (s / W)**2 - e) * f
    for i in range(steps):
        s = i * ds
        a1, b1 = der, acc(s, psi)
        a2, b2 = der + ds * b1 / 2, acc(s + ds / 2, psi + ds * a1 / 2)
        a3, b3 = der + ds * b2 / 2, acc(s + ds / 2, psi + ds * a2 / 2)
        a4, b4 = der + ds * b3, acc(s + ds, psi + ds * a3)
        psi = psi + ds * (a1 + 2 * a2 + 2 * a3 + a4) / 6
        der = der + ds * (b1 + 2 * b2 + 2 * b3 + b4) / 6
    km = np.sqrt((METAL_DEPTH + e - xi) / HB)
    incoming = 0.5 * (psi - der / MASS / (1j * km))
    return xi * np.sum(WY * (k / MASS) / km / np.abs(incoming)**2)


e00, xi = basics(N0)
vb = PHI + xi
width = np.sqrt(2 * vb / curvature(N0))
main = law(N0)
rho = grid_rho(N0)
s_grid = slope(grid_rho, N0)
lead = -PHI / (2 * e00)

# Resistivity, sensitivity and barrier derivative against the gridded barrier.
assert abs(np.log(rho) - main["logrho"]) < 1e-3
for N, phi in [(N0, PHI), (3e18, PHI), (N0, 0.6)]:
    direct = slope(lambda n: grid_rho(n, phi), N)
    assert abs(direct - law(N, phi)["s"]) < 3e-3, (N, phi, direct, law(N, phi))
d = 0.002
dphi = np.log(grid_rho(N0, PHI + d) / grid_rho(N0, PHI - d)) / (2 * d)
assert abs(dphi / main["dphi"] - 1) < 2e-3

# Small-bias conductance from finite currents.
G_bias = (bias_current(1e-3) - bias_current(-1e-3)) / 2e-3
assert abs(G_bias * rho - 1) < 2e-3

# Approximation by electrons close to the Fermi level.
SF, LF, r = action(xi, PHI, e00), np.arcsinh(np.sqrt(PHI / xi)), np.sqrt(PHI / vb)
slope_energy = LF / e00
s_near = -SF / 2 + 2 * xi / (3 * e00) * (r - LF) - 0.5 - r / (3 * LF)
rho_near = np.exp(SF) * slope_energy / K_SUPPLY
assert abs(s_near - main["s"]) < 0.06
assert abs(rho_near / rho - 1) < 0.15

# Small-xi expansion and the formal low-doping limit at zero temperature.
NL = 1e16
el, xl = basics(NL)
dS = (action(basics(NL * np.exp(.01))[1], PHI, basics(NL * np.exp(.01))[0])
      - action(basics(NL * np.exp(-.01))[1], PHI, basics(NL * np.exp(-.01))[0])) / .02
expansion = -PHI / (2 * el) + xl / el * (5 / 12 - np.log(4 * PHI / xl) / 12)
assert abs(dS - expansion) < 0.01
ratio_low = law(1e15)["s"] / (-PHI / (2 * basics(1e15)[0]))
assert abs(ratio_low - 1) < 3e-3

# Wave solution: the interface prefactor is nearly independent of doping.
s_wave = -slope(wave_integral, N0)
prefactor = wave_integral(N0) * K_SUPPLY * rho
vel_ratio = np.sqrt(METAL_DEPTH / HB) / (np.sqrt(CK * PHI) / MASS)
prefactor_wkb = 4 * vel_ratio / (1 + vel_ratio**2)
assert abs(s_wave - main["s"]) < 0.3
assert abs(prefactor / prefactor_wkb - 1) < 0.3   # next WKB order is about 0.1

# Thermal integral: cold limit and low-temperature enhancement factor.
assert abs(thermal_rho(N0, 20) / rho - 1) < 0.01
z77 = np.pi * slope_energy * C.k * 77 / q
assert abs(rho / thermal_rho(N0, 77) - z77 / np.sin(z77)) < 0.015

print(f"Barrier height: {PHI:.2f} eV")
print(f"Effective mass: {MASS:.3f} m0; relative permittivity: {EPSR:.1f}")
print(f"Active doping: {N0:.2e} cm^-3")
print(f"E00: {e00:.4f} eV")
print(f"Fermi level above band edge xi: {xi:.4f} eV; xi/E00: {xi/e00:.3f}")
print(f"Depletion width: {width:.2f} nm")
print(f"Peak field: {2*vb/width*10:.3f} MV/cm")
print(f"Fermi-level exponent S_F: {SF:.3f}; simple phi/E00: {PHI/e00:.3f}")
print(f"L_F: {LF:.4f}; r: {r:.4f}; c=L_F/E00: {slope_energy:.2f} 1/eV")
print(f"Resistivity, full zero-T model: {rho:.3e} ohm cm^2")
print(f"Resistivity, near-Fermi formula: {rho_near:.3e} ohm cm^2")
print(f"Sensitivity, grid finite difference: {s_grid:.4f}")
print(f"Sensitivity, exact law: {main['s']:.4f}")
print(f"  exponent term: {main['thin']:.4f}")
print(f"  Fermi-level term: {main['fermi']:.4f}")
print(f"  lower-edge term: {main['edge']:.5f}")
print(f"Sensitivity, near-Fermi formula: {s_near:.4f}")
print(f"Sensitivity, leading -phi/(2 E00): {lead:.4f}")
print(f"Exact/leading ratio at 1e15 cm^-3, formal T=0: {ratio_low:.5f}")
print(f"dS_F/dlnN at 1e16 cm^-3: direct {dS:.4f}, expansion {expansion:.4f}")
print(f"Barrier derivative dln(rho)/dphi: {main['dphi']:.3f} 1/eV")
print(f"Barrier rise per unit lnN cancelling s: {-main['s']/main['dphi']:.4f} eV")
print(f"rho(1.1N)/rho(N): model {grid_rho(1.1*N0)/rho:.4f}, "
      f"power law {1.1**main['s']:.4f}")
print(f"rho(N/2)/rho(N): model {grid_rho(N0/2)/rho:.2f}, "
      f"power law {2**(-main['s']):.2f}")
print(f"Sensitivity at N/2: {law(N0/2)['s']:.4f}")
print(f"Wave solution: sensitivity {s_wave:.4f}, prefactor {prefactor:.3f}")
print(f"Abrupt-interface WKB prefactor: {prefactor_wkb:.3f}")
print(f"Metal band depth in wave test: {METAL_DEPTH:.1f} eV")
cases = [("image force", dict(image=True)),
         ("nonparabolic band", dict(alpha=1 / GAP)),
         ("electron screening", dict(screen=True)),
         ("all three", dict(image=True, alpha=1 / GAP, screen=True))]
for name, opt in cases:
    value = grid_rho(N0, **opt)
    sens = slope(lambda n: grid_rho(n, **opt), N0)
    print(f"With {name}: rho {value:.3e} ohm cm^2, sensitivity {sens:.3f}")
for T in (77, 300):
    value = thermal_rho(N0, T)
    sens = slope(lambda n: thermal_rho(n, T), N0)
    print(f"At {T} K: rho {value:.3e} ohm cm^2, sensitivity {sens:.3f}, "
          f"c kT {slope_energy*C.k*T/q:.3f}")
kT = C.k * 300 / q
xi_np = 2 * xi / (1 + np.sqrt(1 + 4 * xi / GAP))
nL = 2 * (L_DOS_MASS * m0 * C.k * 300 / (2 * np.pi * hbar**2))**1.5 * 1e-6
nL *= np.exp((xi_np - L_OFFSET) / kT)
print(f"Band gap used: {GAP:.2f} eV; nonparabolic xi: {xi_np:.4f} eV")
print(f"L valley: offset {L_OFFSET:.2f} eV, density mass {L_DOS_MASS:.2f} m0")
print(f"Estimated L-valley electrons/N at 300 K: {nL/N0:.3f}")
print(f"Mean donor spacing N^(-1/3): {(N0*1e-21)**(-1/3):.2f} nm")
print("OK")
```

Running it gives:

```
Barrier height: 0.80 eV
Effective mass: 0.067 m0; relative permittivity: 12.9
Active doping: 1.00e+19 cm^-3
E00: 0.0632 eV
Fermi level above band edge xi: 0.2526 eV; xi/E00: 4.000
Depletion width: 12.25 nm
Peak field: 1.718 MV/cm
Fermi-level exponent S_F: 9.169; simple phi/E00: 12.668
L_F: 1.3405; r: 0.8718; c=L_F/E00: 21.23 1/eV
Resistivity, full zero-T model: 2.032e-04 ohm cm^2
Resistivity, near-Fermi formula: 1.878e-04 ohm cm^2
Sensitivity, grid finite difference: -6.5293
Sensitivity, exact law: -6.5292
  exponent term: -5.0438
  Fermi-level term: -1.4833
  lower-edge term: -0.00214
Sensitivity, near-Fermi formula: -6.5510
Sensitivity, leading -phi/(2 E00): -6.3338
Exact/leading ratio at 1e15 cm^-3, formal T=0: 1.00134
dS_F/dlnN at 1e16 cm^-3: direct -200.5207, expansion -200.5186
Barrier derivative dln(rho)/dphi: 14.145 1/eV
Barrier rise per unit lnN cancelling s: 0.4616 eV
rho(1.1N)/rho(N): model 0.5446, power law 0.5367
rho(N/2)/rho(N): model 223.96, power law 92.36
Sensitivity at N/2: -9.2385
Wave solution: sensitivity -6.5447, prefactor 1.888
Abrupt-interface WKB prefactor: 1.824
Metal band depth in wave test: 5.0 eV
With image force: rho 1.380e-04 ohm cm^2, sensitivity -6.492
With nonparabolic band: rho 5.643e-05 ohm cm^2, sensitivity -5.470
With electron screening: rho 5.821e-04 ohm cm^2, sensitivity -6.744
With all three: rho 1.068e-04 ohm cm^2, sensitivity -5.673
At 77 K: rho 1.964e-04 ohm cm^2, sensitivity -6.481, c kT 0.141
At 300 K: rho 1.212e-04 ohm cm^2, sensitivity -5.788, c kT 0.549
Band gap used: 1.42 eV; nonparabolic xi: 0.2189 eV
L valley: offset 0.29 eV, density mass 0.56 m0
Estimated L-valley electrons/N at 300 K: 0.067
Mean donor spacing N^(-1/3): 4.64 nm
OK
```
